# The exact transparent boundary of the Crank-Nicolson Schrödinger scheme: a program that tests the result

```python
"""Exact discrete transparent boundary for the Crank-Nicolson Schroedinger scheme.

Result under test: if the potential is constant (V_R) and the initial data vanish
from grid point J-1 outwards, the infinite exterior is replaced exactly by
    psi_J^n = sum_k nu_{n-k} psi_{J-1}^k,
where nu(w) = sum_n nu_n w^n is the root of nu + 1/nu = 2 mu(w) inside the unit
circle, mu = (a + conj(a) w)/(1 + w), a = 1 + sigma/2 - i R/2,
R = 4 m dx^2/(hbar dt), sigma = 2 m dx^2 V_R/hbar^2.
nu_n decays as n^(-3/2); the kernel of 1/nu does not decay.
Discretised continuum conditions reflect: amplitude tan(k dx/4) for a one-sided
and tan^2(k dx/4) for a centred space difference with Crank-Nicolson time symbol.
"""
import numpy as np
from scipy.constants import hbar, m_e, e as charge
from scipy.linalg import solve_banded
from scipy.special import eval_legendre

dx, dt = 0.05e-9, 0.02e-15
n_steps = 1200
n_kernel = 6000
J = 640                      # boundary index of the short grid
J_long = 1240                # far wall: no signal can return in time
x_left = -20e-9              # hard wall, shared by all runs
spread = 1.0e-9              # standard deviation of |psi|^2
R = 4 * m_e * dx**2 / (hbar * dt)


def root_coefficients(x, size):
    """Taylor coefficients of sqrt(1 - 2 x t + t^2)."""
    g = np.zeros(size)
    g[0], g[1] = 1.0, -x
    for n in range(2, size):
        g[n] = ((2 * n - 3) * x * g[n - 1] - (n - 3) * g[n - 2]) / n
    return g


def exact_kernel(a, size):
    """Return nu_n and the coefficients S_n of the square root."""
    A = a * a - 1
    x = -(abs(a)**2 - 1) / abs(A)
    g = root_coefficients(x, size)
    phase = np.exp(-1j * np.angle(A) * np.arange(size))
    S = np.sqrt(a - 1) * np.sqrt(a + 1) * phase * g
    summed = -S
    summed[0] += a
    summed[1] += np.conj(a)
    nu = np.zeros(size, complex)
    nu[0] = summed[0]
    for n in range(1, size):
        nu[n] = summed[n] - nu[n - 1]
    return nu, S


def inverse_series(c):
    """Taylor coefficients of 1/c(w)."""
    b = np.zeros(len(c), complex)
    b[0] = 1 / c[0]
    for n in range(1, len(c)):
        b[n] = -b[0] * np.dot(c[1:n + 1], b[n - 1::-1] if n > 0 else b[:0])
    return b


def power_series(p, size):
    """Taylor coefficients of (1 - w)^p."""
    c = np.ones(size)
    for n in range(1, size):
        c[n] = c[n - 1] * (n - 1 - p) / n
    return c


def packet(k0, last):
    """Normalised packet on points 1..last, zero from J-1 outwards."""
    x = x_left + dx * np.arange(1, last + 1)
    psi = np.exp(-x**2 / (4 * spread**2) + 1j * k0 * x)
    psi[J - 2:] = 0
    return psi / np.sqrt(np.sum(abs(psi)**2) * dx)


def propagate(k0, last, kernel, step_height=0.0):
    """Crank-Nicolson run; a zero kernel is a hard wall at point 'last'."""
    x = x_left + dx * np.arange(1, last + 1)
    V = np.where(x >= 6e-9, step_height, 0.0)
    c = 1j * dt / (2 * hbar)
    off = -c * hbar**2 / (2 * m_e * dx**2)
    diag = c * (hbar**2 / (m_e * dx**2) + V)
    band = np.zeros((3, last), complex)
    band[0, 1:] = off
    band[1] = 1 + diag
    band[2, :-1] = off
    band[1, -1] = 1.0
    band[2, -2] = -kernel[0]
    psi = packet(k0, last)
    inner = np.zeros(n_steps + 1, complex)     # values next to the boundary
    probe = np.zeros(n_steps + 1, complex)     # values at point J-1
    inner[0], probe[0] = psi[-2], psi[J - 2]
    max_norm = 0.0
    for n in range(1, n_steps + 1):
        rhs = (1 - diag) * psi
        rhs[1:] -= off * psi[:-1]
        rhs[:-1] -= off * psi[1:]
        rhs[-1] = np.dot(kernel[n:0:-1], inner[:n])
        psi = solve_banded((1, 1), band, rhs, check_finite=False)
        inner[n], probe[n] = psi[-2], psi[J - 2]
        norm = np.sum(abs(psi[:-1])**2) * dx
        max_norm = max(max_norm, norm)
    return psi, probe, norm, max_norm


print(f"grid spacing = {dx*1e9:.3f} nm, time step = {dt*1e15:.3f} fs")
print(f"steps = {n_steps}, duration = {n_steps*dt*1e15:.1f} fs")
print(f"packet spread = {spread*1e9:.2f} nm, start to boundary = "
      f"{(x_left + J*dx)*1e9:.2f} nm")
print(f"R = {R:.5f} (dimensionless)")

# Legendre form of the square-root coefficients
orders = np.arange(2, 40)
legendre = (eval_legendre(orders - 2, 0.3) - eval_legendre(orders, 0.3)) / (2 * orders - 1)
assert np.allclose(root_coefficients(0.3, 40)[2:], legendre, atol=1e-13)

kernels = {}
for V_eV in (0.0, 1.0):
    sigma = 2 * m_e * dx**2 * V_eV * charge / hbar**2
    a = 1 + sigma / 2 - 0.5j * R
    nu, S = exact_kernel(a, n_kernel)
    kernels[V_eV] = nu
    # contour integral with the small root of the quadratic
    M = 2**14
    rho = 10 ** (-10 / M)
    w = rho * np.exp(2j * np.pi * np.arange(M) / M)
    mu = 1 + sigma / 2 - 0.5j * R * (1 - w) / (1 + w)
    s = np.sqrt(mu * mu - 1)
    small = np.where(abs(mu - s) < abs(mu + s), mu - s, mu + s)
    assert np.all(abs(small) < 1)
    index = np.arange(n_steps + 1)
    contour = np.fft.fft(small)[:n_steps + 1] / M * rho ** (-index.astype(float))
    contour_error = np.max(abs(contour - nu[:n_steps + 1]))
    assert contour_error < 1e-11
    # two-branch-point law for large n
    w1 = -(a - 1) / np.conj(a - 1)
    w2 = -(a + 1) / np.conj(a + 1)
    root_A = np.sqrt(a - 1) * np.sqrt(a + 1)
    C1 = root_A * np.sqrt(1 - w1 / w2) / (1 + w1)
    C2 = root_A * np.sqrt(1 - w2 / w1) / (1 + w2)
    n = np.arange(1, n_kernel)
    scaled = nu[1:] * n**1.5
    law = (C1 * w1**(-n.astype(float)) + C2 * w2**(-n.astype(float))) / (2 * np.sqrt(np.pi))
    err = abs(scaled - law)
    early, late = err[999:1500].max(), err[3999:].max()
    assert late < 0.01 and 3.3 < early / late < 4.7
    # envelope from the closed moduli
    m1 = np.sqrt(R / 2 * (1 + sigma**2 / R**2))
    m2 = np.sqrt(R / 2 * (1 + (4 + sigma)**2 / R**2))
    upper = (m1 + m2) / (2 * np.sqrt(np.pi))
    lower = abs(m1 - m2) / (2 * np.sqrt(np.pi))
    top, bottom = abs(scaled[3999:]).max(), abs(scaled[3999:]).min()
    assert abs(top / upper - 1) < 0.01 and abs(bottom / lower - 1) < 0.02
    # inverse relation: persistent alternation, decaying only when summed
    ell = inverse_series(nu[:1201])
    residue = ell[1200]
    assert abs(residue + 2j * R) < 1e-3
    assert np.max(abs(ell[2:] + ell[1:-1] - S[2:1201])) < 1e-9
    print(f"V_R = {V_eV:.1f} eV: sigma = {sigma:.5f}, |C1| = {m1:.4f}, |C2| = {m2:.4f}")
    print(f"  contour-integral error of kernel = {contour_error:.1e}")
    print(f"  n^1.5 |nu_n|, n = 4000..5999: measured {bottom:.4f} to {top:.4f}")
    print(f"  same range from branch points: {lower:.4f} to {upper:.4f}")
    print(f"  error of scaled law: n~1000 {early:.1e}, n~4000 {late:.1e}")
    print(f"  inverse kernel at n = 1200: {residue:.4f}; -2iR = {-2*R:.4f}i")
    if V_eV == 0:
        print(f"  nu_0 = {nu[0]:.5f}, nu_1 = {nu[1]:.5f}")
        print(f"  |nu_10| = {abs(nu[10]):.3e}, |nu_100| = {abs(nu[100]):.3e}, "
              f"|nu_1000| = {abs(nu[1000]):.3e}")

# exact condition against a grid too long for any return
hard_wall = np.zeros(n_steps + 1, complex)
for k0, V_eV in ((10e9, 0.0), (20e9, 0.0), (10e9, 1.0)):
    height = V_eV * charge
    short, trace, left, peak_norm = propagate(k0, J, kernels[V_eV], height)
    long, long_trace, _, _ = propagate(k0, J_long, hard_wall, height)
    scale = abs(packet(k0, J)).max()
    deviation = max(np.max(abs(short - long[:J])), np.max(abs(trace - long_trace))) / scale
    assert deviation < 1e-10
    assert peak_norm < 1 + 1e-10
    if V_eV == 0:
        assert left < 1e-10
    print(f"exact condition, k0 = {k0*1e-9:.0f} /nm, step {V_eV:.0f} eV: "
          f"deviation/peak = {deviation:.1e}")
    print(f"  probability left inside = {left:.2e}")

# discretised continuum conditions, V_R = 0
size = n_steps + 1
alternating = (-1.0) ** np.arange(size)
half = power_series(0.5, size)
bilinear = np.sqrt(-1j * R) * np.convolve(half, power_series(-0.5, size) * alternating)[:size]
backward = np.sqrt(-0.5j * R) * half


def centred_kernel(kappa):
    c = kappa / 2
    c[0] += 1
    b = 2 * inverse_series(c)
    b[0] -= 1
    return b


def one_sided_kernel(kappa):
    c = kappa.copy()
    c[0] += 1
    return inverse_series(c)


def reflect_backward(p):
    """General reflection formula for the backward-Euler time symbol."""
    w = np.exp(2j * np.arctan(2 * (1 - np.cos(p)) / R))
    kappa = np.sqrt(-0.5j * R * (1 - w))
    trial = (1 - kappa / 2) / (1 + kappa / 2)
    return abs(np.exp(1j * p) - trial) / abs(np.exp(-1j * p) - trial)


conditions = (
    ("one-sided, CN time", one_sided_kernel(bilinear), lambda p: np.tan(p / 4)),
    ("centred, CN time", centred_kernel(bilinear), lambda p: np.tan(p / 4)**2),
    ("centred, backward Euler", centred_kernel(backward), reflect_backward),
)
for k0 in (10e9, 20e9):
    n_fft = 8192
    weight = abs(np.fft.fft(packet(k0, J), n_fft))**2
    p = 2 * np.pi * np.arange(1, n_fft // 2) / n_fft
    energy = hbar**2 * (1 - np.cos(k0 * dx)) / (m_e * dx**2) / charge
    print(f"k0 = {k0*1e-9:.0f} /nm: k0 dx = {k0*dx:.2f}, grid energy = {energy:.3f} eV")
    for name, kernel, law in conditions:
        _, _, measured, peak_norm = propagate(k0, J, kernel)
        predicted = np.sum(weight[1:n_fft // 2] * law(p)**2) / np.sum(weight)
        assert abs(measured / predicted - 1) < 1e-5
        assert peak_norm < 1 + 1e-10
        print(f"  {name}: |r(k0)| = {law(k0*dx):.5f}")
        print(f"    reflected probability: run {measured:.5e}, law {predicted:.5e}")

print("tests ok")
```

Output:

```
grid spacing = 0.050 nm, time step = 0.020 fs
steps = 1200, duration = 24.0 fs
packet spread = 1.00 nm, start to boundary = 12.00 nm
R = 4.31900 (dimensionless)
V_R = 0.0 eV: sigma = 0.00000, |C1| = 1.4695, |C2| = 2.0029
  contour-integral error of kernel = 1.8e-15
  n^1.5 |nu_n|, n = 4000..5999: measured 0.1505 to 0.9796
  same range from branch points: 0.1505 to 0.9796
  error of scaled law: n~1000 7.9e-04, n~4000 2.0e-04
  inverse kernel at n = 1200: -0.0000-8.6380j; -2iR = -8.6380i
  nu_0 = 0.08001+0.18780j, nu_1 = 0.24501+0.24952j
  |nu_10| = 1.473e-02, |nu_100| = 9.746e-04, |nu_1000| = 3.060e-05
V_R = 1.0 eV: sigma = 0.06562, |C1| = 1.4697, |C2| = 2.0182
  contour-integral error of kernel = 2.0e-15
  n^1.5 |nu_n|, n = 4000..5999: measured 0.1547 to 0.9839
  same range from branch points: 0.1547 to 0.9839
  error of scaled law: n~1000 8.0e-04, n~4000 2.0e-04
  inverse kernel at n = 1200: -0.0000-8.6380j; -2iR = -8.6380i
exact condition, k0 = 10 /nm, step 0 eV: deviation/peak = 3.9e-15
  probability left inside = 4.80e-20
exact condition, k0 = 20 /nm, step 0 eV: deviation/peak = 3.4e-15
  probability left inside = 2.13e-28
exact condition, k0 = 10 /nm, step 1 eV: deviation/peak = 3.5e-15
  probability left inside = 6.97e-03
k0 = 10 /nm: k0 dx = 0.50, grid energy = 3.731 eV
  one-sided, CN time: |r(k0)| = 0.12566
    reflected probability: run 1.58308e-02, law 1.58308e-02
  centred, CN time: |r(k0)| = 0.01579
    reflected probability: run 2.53163e-04, law 2.53163e-04
  centred, backward Euler: |r(k0)| = 0.02151
    reflected probability: run 4.69702e-04, law 4.69702e-04
k0 = 20 /nm: k0 dx = 1.00, grid energy = 14.012 eV
  one-sided, CN time: |r(k0)| = 0.25534
    reflected probability: run 6.52492e-02, law 6.52492e-02
  centred, CN time: |r(k0)| = 0.06520
    reflected probability: run 4.26903e-03, law 4.26903e-03
  centred, backward Euler: |r(k0)| = 0.08806
    reflected probability: run 7.78595e-03, law 7.78595e-03
tests ok
```
